# The Hartree-Fock-Bogoliubov equations and the conditions under which they hold, part 2

A Hartree-Fock determinant has converged for attractive fermions. Should the trial space be enlarged to allow pairing? One must know which matrix to diagonalize, which eigenvectors to fill, how to fix the chemical potential $\mu$, and what the energy may be compared with.

For $M$ spin-orbitals, $\psi=(c_1,\dots,c_M,c_1^\dagger,\dots,c_M^\dagger)^T$, $\Sigma$ swaps its halves, and

$$H=\sum_{ij}h_{ij}c_i^\dagger c_j+\tfrac14\sum_{ijkl}\bar v_{ijkl}\,c_i^\dagger c_j^\dagger c_lc_k,$$

$$\rho_{ij}=\langle c_j^\dagger c_i\rangle,\qquad \kappa_{ij}=\langle c_jc_i\rangle,\qquad R_{ab}=\langle\psi_b^\dagger\psi_a\rangle .$$

Quasiparticles $\beta_k^\dagger=\sum_l(U_{lk}c_l^\dagger+V_{lk}c_l)$ have vacuum $|\Phi\rangle$, columns $X=(U;V)$ and unitary $W=\begin{pmatrix}U&V^*\\V&U^*\end{pmatrix}$. Exchanging columns $k$ and $M+k$ gives the vacuum $\beta_k^\dagger|\Phi\rangle$, of opposite parity. In a vacuum $R^2=R$ and

$$R=W\begin{pmatrix}0&0\\0&1\end{pmatrix}W^\dagger=\begin{pmatrix}V^*\\U^*\end{pmatrix}\begin{pmatrix}V^T&U^T\end{pmatrix},\qquad \rho=V^*V^T,\quad\kappa=V^*U^T. \tag{3}$$

$$\rho-\rho^2=\kappa\kappa^\dagger,\qquad \rho\kappa=\kappa\rho^*. \tag{4}$$

For $A,B,C,D$ linear in $\psi$:

$$\langle ABCD\rangle=\langle AB\rangle\langle CD\rangle-\langle AC\rangle\langle BD\rangle+\langle AD\rangle\langle BC\rangle. \tag{5}$$

$$\Gamma_{ik}=\sum_{jl}\bar v_{ijkl}\rho_{lj},\qquad F=h+\Gamma,\qquad \Delta_{ij}=\tfrac12\sum_{kl}\bar v_{ijkl}\kappa_{kl}. \tag{6}$$

$$\mathcal E=\langle H\rangle=\mathrm{Tr}\,h\rho+\tfrac12\mathrm{Tr}\,\Gamma\rho-\tfrac12\mathrm{Tr}\,\Delta\kappa^*. \tag{7}$$

$$\langle N^2\rangle-\langle N\rangle^2=2\,\mathrm{Tr}(\rho-\rho^2)=2\,\mathrm{Tr}\,\kappa\kappa^\dagger. \tag{8}$$

On-site $U_0n_\uparrow n_\downarrow$ gives $\Gamma_{\uparrow\uparrow}=U_0\rho_{\downarrow\downarrow}$, $\Delta_{\uparrow\downarrow}=U_0\kappa_{\uparrow\downarrow}$.

With $f=F-\mu$, $H'=H-\mu N$ and $\Omega=\langle H'\rangle$:

$$\mathcal H=\begin{pmatrix}F-\mu&\Delta\\-\Delta^*&-(F-\mu)^*\end{pmatrix},\qquad \mathcal H^\dagger=\mathcal H,\qquad \Sigma\mathcal H^*\Sigma=-\mathcal H. \tag{9}$$

$$\delta\Omega=\tfrac12\mathrm{Tr}(\mathcal H\,\delta R). \tag{10}$$

Variations among vacua obey

$$W^\dagger\delta R\,W=\begin{pmatrix}0&Z\\Z^\dagger&0\end{pmatrix},\qquad Z^T=-Z. \tag{11}$$

With $P=\mathrm{diag}(0,1)$ and $Q=W^\dagger\mathcal HW=\begin{pmatrix}H^{11}&H^{20}\\-H^{20*}&-H^{11*}\end{pmatrix}$,

$$\delta\Omega=\tfrac12\left[\mathrm{Tr}\,H^{20}Z^\dagger+\mathrm{Tr}\,H^{20\dagger}Z\right]=\mathrm{Re}\sum_{kl}H^{20}_{kl}Z_{kl}^*. \tag{12}$$

Thus $\Omega$ is stationary exactly when $H^{20}=0$, where $H^{20}_{kl}=\langle\beta_l\beta_kH'\rangle$.

Entry 1 treated the single level $H=\varepsilon(n_\uparrow+n_\downarrow)+U_0\,n_\uparrow n_\downarrow$ with $|\Phi\rangle=(u+v\,c_\uparrow^\dagger c_\downarrow^\dagger)|0\rangle$, $u^2+v^2=1$. Its paired solution requires $\mu=\varepsilon+U_0/2$; there $\Omega=0$ and one quasiparticle costs $-U_0/2$.

## 6. The HFB equations and their spectrum

In the quasiparticle basis $QP$ keeps the right column of blocks and $PQ$ the lower row, so

$$W^\dagger[\mathcal H,R]W=QP-PQ=\begin{pmatrix}0&H^{20}\\-H^{20\dagger}&0\end{pmatrix}.$$

Stationarity on the set of vacua is therefore

$$[\mathcal H(R),R]=0. \tag{13}$$

With $H^{20}=0$, the left columns of $\mathcal HW=WQ$ read $\mathcal HX=XH^{11}$. Diagonalize $H^{11}=CEC^\dagger$ with $C$ unitary and $E=\mathrm{diag}(E_k)$ real. The replacement $X\to XC$ is a change of basis in the kernel of $R$ and leaves the vacuum alone. Then

$$(F-\mu)\,U+\Delta\,V=UE,\qquad -\Delta^*U-(F-\mu)^*V=VE, \tag{14}$$

with $F$ and $\Delta$ built from $\rho=V^*V^T$ and $\kappa=V^*U^T$ through (6). These are the HFB equations.

If $\mathcal Hx=Ex$ with real $E$, then $\mathcal H\Sigma x^*=-\Sigma\mathcal H^*x^*=-E\,\Sigma x^*$ by (9). The partner $(V_k^*;U_k^*)$ of $(U_k;V_k)$ has eigenvalue $-E_k$, and $Q=\mathrm{diag}(E,-E)$. The pairing of eigenvalues uses only (9), so it holds at every iteration, converged or not. It reflects the doubling of the basis: the partner vector describes $\beta_k$, the removal of the same quasiparticle, and there are $M$ quasiparticles, not $2M$.

The multiplier $\mu$ is fixed by $\mathrm{Tr}\rho=N$. If solutions form a differentiable branch $R(N)$, then $dR/dN$ is of the form (11), and (12) at fixed $\mu$ gives $d\mathcal E/dN-\mu=0$. A multiplier is determined only where the constraint has a nonzero gradient. For $\langle N\rangle$ the role of $\mathcal H$ is played by $\tau=\mathrm{diag}(1,-1)$, since $\tfrac12\mathrm{Tr}\,\tau\,\delta R=\mathrm{Tr}\,\delta\rho$, and $[\tau,R]=\begin{pmatrix}0&2\kappa\\2\kappa^*&0\end{pmatrix}$. The gradient vanishes exactly when $\kappa=0$, and there $\mu$ drops out of (13). Paired solutions are never isolated: $e^{i\varphi N}|\Phi\rangle$ has the same $\rho$ and energy, and $\kappa e^{2i\varphi}$, because $c\,e^{i\varphi N}=e^{i\varphi(N+1)}c$ and $[H,N]=0$.

A closed form of the energy follows from $\mathrm{Tr}\,\mathcal HR=\mathrm{Tr}\,QP=-\sum_kE_k$. Multiplying blocks,

$$\mathrm{Tr}\,\mathcal HR=\mathrm{Tr}f\rho-\mathrm{Tr}\Delta\kappa^*-\mathrm{Tr}\Delta^*\kappa-\mathrm{Tr}f^*+\mathrm{Tr}f^*\rho^*=2\,\mathrm{Tr}f\rho-2\,\mathrm{Tr}\Delta\kappa^*-\mathrm{Tr}f,$$

where $\mathrm{Tr}\Delta\kappa^*$ is real by the Hermiticity of $\bar v$. Equation (7) is $\mathcal E=\tfrac12[\mathrm{Tr}h\rho+\mu N+\mathrm{Tr}f\rho-\mathrm{Tr}\Delta\kappa^*]$, so

$$\mathcal E=\tfrac12\Big[\mathrm{Tr}\,h\rho+\mu N+\tfrac12\Big(\mathrm{Tr}(F-\mu)-\sum_kE_k\Big)\Big]. \tag{15}$$

Limit. For $\kappa=0$, $\Delta=0$ and (13) is $[F,\rho]=0$, the Hartree-Fock equation. Every Hartree-Fock determinant therefore solves the HFB equations, and an iteration started with $\kappa=0$ stays there. For an empty orbital $\phi$ with $F\phi=\epsilon\phi$, the column $(\phi;0)$ gives $\beta^\dagger=c^\dagger_\phi$ and $E=\epsilon-\mu$. For an occupied one, $(0;\phi^*)$ gives $\beta^\dagger=c_\phi$ and $E=\mu-\epsilon$. If every occupied level lies below every empty one, any $\mu$ in the gap between them gives $E_k=|\epsilon_k-\mu|$; if an occupied level lies strictly above an empty one, some $E_k$ is negative for every $\mu$; and if the highest occupied and lowest empty levels coincide, only $\mu$ at that level avoids a negative $E_k$, and some $E_k$ are then zero. In every case $\mathrm{Tr}f-\sum E_k=2\sum_{\rm occ}(\epsilon-\mu)$, and (15) becomes $\tfrac12[\mathrm{Tr}h\rho+\sum_{\rm occ}\epsilon]$, independent of $\mu$.

## 7. What $E_k$ measures and which branch to fill

For a unit vector $a$, let $\beta_a^\dagger=\sum a_l\beta_l^\dagger$, with column $x=Xa$. Completing $a$ to a basis and exchanging that column with its partner $\tilde x=\Sigma x^*$ shows that $\beta_a^\dagger|\Phi\rangle$ is a vacuum with $R'=R+xx^\dagger-\tilde x\tilde x^\dagger$. Write $x=(p;q^*)$, so $\tilde x=(q;p^*)$, and read off the upper blocks:

$$\delta\rho_{ki}=p_kp_i^*-q_kq_i^*,\qquad \delta\kappa_{kl}=p_kq_l-q_kp_l .$$

These changes are finite, but $\Omega$ is quadratic in $(\rho,\kappa)$, so $\Omega'-\Omega$ is the linear term (10) plus the interaction energy evaluated on $\delta\rho,\delta\kappa$ alone. The linear term is $\tfrac12(x^\dagger\mathcal Hx-\tilde x^\dagger\mathcal H\tilde x)=x^\dagger\mathcal Hx=a^\dagger H^{11}a$, because $\tilde x^\dagger\mathcal H\tilde x=x^T\Sigma\mathcal H\Sigma x^*=-(x^\dagger\mathcal Hx)^*$. For the quadratic term let $B=\sum\bar v_{ijkl}\,p_i^*q_j^*p_kq_l$. In $\tfrac12\sum\bar v_{ijkl}\delta\rho_{ki}\delta\rho_{lj}$ the terms with four $p$ or four $q$ vanish by antisymmetry, and the two cross terms give $-B$ each before the factor $\tfrac12$, so the total is $-B$. In $\tfrac14\sum\bar v_{ijkl}\delta\kappa_{ij}^*\delta\kappa_{kl}$ each of the four terms gives $+B$, so the total is $+B$. The two cancel: a single quasiparticle does not interact with itself. Two Hermitian forms that agree for all $a$ have equal matrices, so for any vacuum

$$\langle\beta_kH'\beta_l^\dagger\rangle-\Omega\,\delta_{kl}=H^{11}_{kl}, \tag{16}$$

and at a solution of (14) $E_k$ is the exact cost in $\langle H-\mu N\rangle$ of the unrelaxed state $\beta_k^\dagger|\Phi\rangle$. For $\kappa=0$ this is Koopmans' theorem measured from $\mu$, and for the single level it is the value $-U_0/2$ found in entry 1.

Since $\beta_k^\dagger|\Phi\rangle$ is itself a vacuum, a global minimum of $\Omega$ over all vacua, of both parities and at fixed $\mu$, must have every $E_k\ge0$. Then $R$ projects on the negative eigenvalues of $\mathcal H$, which is the filling rule for such a minimum. The statement has limits. It is necessary and not sufficient, as entry 9 shows. It does not cover a minimum restricted to one parity. An odd state is reached from an even vacuum by exchanging one column (blocking), but the fields then change, and at self-consistency one or more filled eigenvalues may be positive. The single level shows this for attraction at $\mu=\varepsilon+U_0/2$: the odd state $c_\uparrow^\dagger|0\rangle$ has $\Omega=-U_0/2$, while the empty and the doubly occupied states have $\Omega=0$. Both of its quasiparticle costs are therefore $U_0/2<0$, and two filled eigenvalues are positive. If some $E_k=0$, the negative branch is not defined and neither is $R$ by this rule.

Finally, $H$ conserves $N$, so with $p_n$ the weight of $|\Phi\rangle$ in the $n$-particle sector and $E_0(n)$ the exact ground energy there,

$$\mathcal E\ \ge\ \sum_np_nE_0(n). \tag{17}$$

This is the variational bound. By Jensen's inequality it implies $\mathcal E\ge E_0(N)$ when $E_0(n)$ is convex over a set of sectors that contains $N$ and all sectors present. Without such a condition, for instance for an even-parity vacuum with odd mean $N$, the inequality $\mathcal E\ge E_0(N)$ is not guaranteed.

## 8. Finite temperature: where idempotency ends

Take the density operator proportional to $\exp(-\tfrac12\psi^\dagger K\psi)$ with $K$ obeying (9). Diagonalizing $K=W\,\mathrm{diag}(k,-k)W^\dagger$ gives $\tfrac12\psi^\dagger K\psi=\sum_jk_j(\beta_j^\dagger\beta_j-\tfrac12)$. The state is a product over modes with $\langle\beta_j^\dagger\beta_j\rangle=n_j=1/(1+e^{k_j})$, so

$$R=W\,\mathrm{diag}(n,1-n)\,W^\dagger=(1+e^K)^{-1},$$

since $1-n_j=1/(1+e^{-k_j})$. The eigenvalues of $R-R^2$ are $n_j(1-n_j)>0$. The rule (5) survives. From $\beta_je^{-k_j\beta_j^\dagger\beta_j}=e^{-k_j}e^{-k_j\beta_j^\dagger\beta_j}\beta_j$ and the cyclic trace, $\langle O\beta_j\rangle=e^{-k_j}\langle\beta_jO\rangle$ for any $O$. Moving $\beta_j$ through $BCD$ gives

$$(1+e^{-k_j})\langle\beta_jBCD\rangle=\{\beta_j,B\}\langle CD\rangle-\{\beta_j,C\}\langle BD\rangle+\{\beta_j,D\}\langle BC\rangle,$$

and through $B$ alone $(1+e^{-k_j})\langle\beta_jB\rangle=\{\beta_j,B\}$. Dividing gives (5) for $A=\beta_j$. The same steps with $k_j\to-k_j$ cover $\beta_j^\dagger$, and linearity covers the rest. Hence (7) and (10) hold, while (4), (8) and (11) do not. The entropy (with $k_B=1$) is the sum of the mode entropies, $S=-\tfrac12\mathrm{Tr}[R\ln R+(1-R)\ln(1-R)]$, so $\delta S=\tfrac12\mathrm{Tr}[\ln((1-R)R^{-1})\,\delta R]=\tfrac12\mathrm{Tr}K\,\delta R$. Now $\delta R$ is any Hermitian matrix with $\Sigma\,\delta R^*\Sigma=-\delta R$, a class that contains $\mathcal H-TK$, so stationarity of $\Omega-TS$ forces $K=\mathcal H/T$. As $T\to0$ with no $E_k=0$, $R=(1+e^{\mathcal H/T})^{-1}$ tends to the projector on the negative branch, the filling rule of entry 7.

The numerical check tests (3), (4), (7), (8), (11), (12), (16), the commutator identity, the $\pm$ spectrum and the parity rule against explicit Fock-space matrices, for random complex $h$, $\bar v$ and $R$ with $M=6$. The vacuum and its column-exchanged partner have parities $+1$ and $-1$, and the finite-difference slope $0.611510$ agrees with (12). For a random thermal state it tests $R=(1+e^K)^{-1}$, (7) and (10), and finds the Frobenius norm $\|R^2-R\|=0.61$. The entropy step is derived here and not tested.

## 9. Attractive Hubbard chain

The model is an open chain of four sites with hopping $-t$ between neighbours, on-site $U_0=-4t$ (printed as U) and $\langle N\rangle=2$, so $M=8$. The parameters are round model values tied to no material, so energies are given in units of $t$. The bare levels are $\pm0.618\,t$ and $\pm1.618\,t$.

For real fields with equal spin densities and $\rho_{\uparrow\downarrow}=0$, entry 3 gives $\Gamma_{ii}=U_0n_i/2$ and $\Delta_i=U_0\kappa_i$, with $\kappa_i=\langle c_{i\downarrow}c_{i\uparrow}\rangle$. Let $f$ be the $4\times4$ matrix with $-t$ next to the diagonal and $\Gamma_{ii}-\mu$ on it, and $d=\mathrm{diag}(\Delta_i)$. Then $\mathcal H$ splits into $\begin{pmatrix}f&d\\d&-f\end{pmatrix}$ on $(c_\uparrow,c_\downarrow^\dagger)$ and the same with $-d$ on $(c_\downarrow,c_\uparrow^\dagger)$. Conjugation by $\mathrm{diag}(1,-1)$ turns one into the other, so each $E_k$ occurs twice.

The iteration fills the negative branch, adjusts $\mu$ to $\mathrm{Tr}\rho=2$ at each step, and starts from unequal densities. It converges to a mirror-symmetric solution with $\mu=-2.3563\,t$, in agreement with the finite-difference $d\mathcal E/dN$. End and inner sites have

| | end | inner |
|---|---|---|
| $n_i$ | 0.2343 | 0.7657 |
| $\kappa_i$ | 0.2619 | 0.3897 |
| $\Gamma_{ii}/t$ | −0.4686 | −1.5314 |
| $(F_{ii}-\mu)/t$ | 1.8877 | 0.8248 |
| $\Delta_i/t$ | −1.0476 | −1.5587 |

On an inner site, $-4\times0.76572/2=-1.5314$, then $-1.5314+2.3563=0.8248$ up to rounding, and $-4\times0.38967=-1.5587$. The $8\times8$ block has eigenvalues $\pm1.5565$, $\pm1.5690$, $\pm2.5806$ and $\pm3.1619$ in units of $t$. They can be checked by hand through the trace of the squared block, which gives $\sum E^2=\mathrm{Tr}f^2+\mathrm{Tr}d^2$ over the four positive values. The left side is $2.4226+2.4618+6.6593+9.9978=21.54$. The right side is $2(1.8877^2+0.82484^2)+6+2(1.04763^2+1.55869^2)=8.49+6+7.05=21.54$, the 6 coming from three bonds counted twice. The costs $\langle\beta_kH'\beta_k^\dagger\rangle-\Omega$ computed in the many-body space equal the positive eigenvalues, as (16) requires, and the largest $|H^{20}_{kl}|$ there is $3\times10^{-11}\,t$.

The three parts of (7) follow from the table and the bond elements $\rho_{i,i+1}=0.14859,\ 0.21872,\ 0.14859$ per spin. Each bond enters twice for each spin:

$$\mathrm{Tr}\,h\rho=-4t\,(0.14859+0.21872+0.14859)=-2.0636\,t,$$
$$\tfrac12\mathrm{Tr}\,\Gamma\rho=\tfrac14U_0\sum n_i^2=-2t\,(0.23428^2+0.76572^2)=-1.2824\,t,$$
$$-\tfrac12\mathrm{Tr}\,\Delta\kappa^*=U_0\sum\kappa_i^2=-8t\,(0.26191^2+0.38967^2)=-1.7635\,t.$$

The sum is $\mathcal E=-5.1095\,t$. Equation (15), with $\mu N=-4.7125\,t$, $\mathrm{Tr}(F-\mu)=10.8501\,t$ and $\sum E_k=17.7360\,t$ over all eight quasiparticles, gives $\tfrac12[-2.0636-4.7125+\tfrac12(10.8501-17.7360)]\,t=-5.1095\,t$, and $\Omega=-5.1095\,t+4.7125\,t=-0.3970\,t$. The eigenvalues of $\rho$ are $0.6806$, $0.2279$, $0.0502$ and $0.0414$, each twice. They are fractional although $\|R^2-R\|$ is at rounding level. Equation (8) gives $4(0.2174+0.1760+0.0476+0.0397)=1.923$, which matches the variance computed from the state.

An independent route uses neither $R$ nor $\mathcal H$. It minimizes the many-body energy of $\exp(\sum_{i<j}z_{ij}c_i^\dagger c_j^\dagger)|0\rangle$ over complex $z$ at $\langle N\rangle=2$. Such a state is a vacuum, being annihilated by $c_i-\sum_jz_{ij}c_j^\dagger$ with $z$ extended antisymmetrically. The best of its random starts gives $-5.109527\,t$ with multiplier $-2.356266\,t$, equal to the HFB values, and the same occupations. This is evidence, not proof, that the solution is the constrained minimum among even-parity vacua that overlap $|0\rangle$. That it is the global minimum of $\Omega$ over both parities was not tested. The positive $E_k$ here result from the filling rule.

The spin-restricted Hartree-Fock iteration from an asymmetric start gives a determinant that breaks the mirror symmetry, with densities $0.12$, $1.73$, $0.14$, $0.01$ and energy $-4.9976\,t$. Its orbital energies are $-4.005$, $-1.018$, $0.038$ and $0.985$ in units of $t$. With $\mu$ placed at mid-gap, $-2.512\,t$, its many-body $H^{20}$ vanishes within the tolerance of the test and its quasiparticle costs are $|\epsilon-\mu|=1.493,\ 1.493,\ 2.550,\ 3.497$. It solves (14) with all $E_k>0$, yet the paired state has the same $\langle N\rangle$ and lies $0.112\,t$ lower, in $\mathcal E$ and hence in $\Omega$ at any $\mu$. Positive quasiparticle energies do not certify a minimum, and the paired solution is found only from a start with $\kappa\neq0$.

The paired state has weights $0.225$, $0.566$, $0.194$, $0.015$ and $0.0003$ in the sectors $n=0,2,4,6,8$, whose exact ground energies are $0$, $-5.4129$, $-9.95315$, $-13.4129$ and $-16$ in units of $t$. The bound (17) is $\mathcal E\ge-5.200\,t$, and $-5.110\,t$ respects it. The successive differences of $E_0$, $-5.41$, $-4.54$, $-3.46$, $-2.59$, increase, so $E_0$ is convex here and the bound lies above $E_0(2)$. Relative to the exact two-particle energy the HFB energy is too high by $0.303\,t$, or $5.6\%$ of $|E_0(2)|$, and the determinant by $0.303\,t+0.112\,t=0.415\,t$. Of the $0.303\,t$, the part $5.413\,t-5.200\,t=0.213\,t$ would remain for any state with these sector weights, and the other $0.090\,t$ is the weighted excess of each component over the ground state of its sector. With two particles on average and a variance of $1.92$, number fluctuation is the larger source of error at this coupling, $U_0=-4t$. The ranking depends on $U_0$: at $U_0=-2t$, where the pairing is weak, it is reversed. The exact two-particle ground state has $\kappa=0$ and $\|R^2-R\|=0.395$, so it lies outside the set of vacua on which the variation was made.

## Computed results

```
random test M=6: parities of vacuum and column-swapped vacuum = +1 -1
random test: dOmega/deps finite difference = 0.611510, Re sum H20 Z* = 0.611510
random thermal state: |R^2-R| = 0.6091
Hubbard open chain: L = 4 sites, t = 1.0 (energy unit), U = -4.0 t, <N> = 2.0
bare levels (t): -1.61803 -0.61803 0.61803 1.61803
mu = -2.356266 t, dE/dN (finite difference) = -2.356266 t
site densities n_i: 0.23428 0.76572 0.76572 0.23428
bond rho_{i,i+1} per spin: 0.14859 0.21872 0.14859
kappa_i = <c_dn c_up>: 0.26191 0.38967 0.38967 0.26191
Gamma_ii = U n_i/2 (t): -0.46857 -1.53143 -1.53143 -0.46857
F_ii - mu (t): 1.88770 0.82484 0.82484 1.88770
Delta_i = U kappa_i (t): -1.04763 -1.55869 -1.55869 -1.04763
8x8 block, negative eigenvalues (t): -3.16193 -2.58056 -1.56901 -1.55648
8x8 block, positive eigenvalues (t): 1.55648 1.56901 2.58056 3.16193
one-quasiparticle costs, Fock space (t): 1.55648 1.56901 2.58056 3.16193
natural occupations v^2 (each twice): 0.68056 0.22792 0.05015 0.04138
|R^2-R| = 2.9e-15, |[HB,R]| = 1.2e-10 t
max |H20| in Fock space = 3.0e-11 t
Tr h rho = -2.063596 t, Tr Gamma rho/2 = -1.282419 t, pairing = -1.763512 t
E_HFB functional = -5.109527 t, Fock expectation = -5.109527 t
sum E_k = 17.735981 t, Tr(F-mu) = 10.850130 t, mu N = -4.712533 t
E from eigenvalue sum = -5.109527 t, Omega = -0.396994 t
direct minimization: E = -5.109527 t, multiplier = -2.356266 t
number variance = 1.922669, 2 Tr(rho-rho^2) = 1.922669
sector weights p_n, n = 0,2,4,6,8: 0.22457 0.56629 0.19402 0.01479 0.00032
exact E0(n) (t), n = 0,2,4,6,8: 0.00000 -5.41290 -9.95315 -13.41290 -16.00000
bound sum p_n E0(n) = -5.199963 t
exact N=2 ground state: |R^2-R| = 0.39499
HF site densities: 0.12196 1.72549 0.14352 0.00903
HF orbital energies (t): -4.00525 -1.01828 0.03806 0.98547
HF mid-gap mu = -2.51177 t; |eps-mu| (t): 1.49348 1.49348 2.54983 3.49723
E_HF = -4.997619 t, E_HF - E_HFB = 0.111908 t, E_HFB - E0(2) = 0.303372 t
```
